# Image Force on a Screw Dislocation Below a Free Surface: a program that tests the result

```python
# Result under test: a screw dislocation at depth h below a traction-free
# surface is drawn towards it with force per length F = G b^2 / (4 pi h).
# G: shear modulus, b: Burgers vector length, h: depth.
# Axes: solid in y < 0, surface y = 0, line along +z through (0, -h).
# w is the displacement along z; isotropic linear elasticity is assumed
# except where cubic constants are named.
# Example units: GPa and nm, so that GPa*nm = N/m and GPa*nm^2 = nN.
import numpy as np
from scipy.integrate import quad
from scipy.constants import e as electron_charge

pi = np.pi


def image_force(G, b, h):
    return G * b**2 / (4 * pi * h)


def displacement(x, y, b, h):
    return b / (2 * pi) * (np.arctan2(y + h, x) - np.arctan2(y - h, x))


def screw_stress(x, y, G, b, y_line):
    """Bulk stresses (xz, yz) of a screw at (0, y_line)."""
    Y = y - y_line
    factor = G * b / (2 * pi * (x**2 + Y**2))
    return -factor * Y, factor * x


def total_stress(x, y, G, b, h):
    own = screw_stress(x, y, G, b, -h)
    image = screw_stress(x, y, G, -b, h)
    return own[0] + image[0], own[1] + image[1]


def peach_koehler(stress, burgers):
    return np.cross(stress @ burgers, np.array([0.0, 0.0, 1.0]))


# --- The field solves the boundary problem (units G = b = h = 1) ---
step = 1e-4
for x in (-3.0, -0.4, 0.7, 5.0):
    slope = (displacement(x, step, 1, 1)
             - displacement(x, -step, 1, 1)) / (2 * step)
    assert abs(slope) < 1e-7
    assert abs(screw_stress(x, 0, 1, 1, -1)[1]) > 0.01
x, y = 0.6, -0.5
slope_x = (displacement(x + step, y, 1, 1)
           - displacement(x - step, y, 1, 1)) / (2 * step)
slope_y = (displacement(x, y + step, 1, 1)
           - displacement(x, y - step, 1, 1)) / (2 * step)
assert np.allclose((slope_x, slope_y), total_stress(x, y, 1, 1, 1),
                   atol=1e-6)
step = 1e-3
laplacian = (displacement(x + step, y, 1, 1) + displacement(x - step, y, 1, 1)
             + displacement(x, y + step, 1, 1)
             + displacement(x, y - step, 1, 1)
             - 4 * displacement(x, y, 1, 1)) / step**2
assert abs(laplacian) < 1e-4


def circuit_integrand(angle):
    sx, sy = total_stress(0.5 * np.cos(angle), -1 + 0.5 * np.sin(angle),
                          1, 1, 1)
    return 0.5 * (-sx * np.sin(angle) + sy * np.cos(angle))


assert abs(quad(circuit_integrand, 0, 2 * pi)[0] - 1) < 1e-9


# --- Force without any image: cancel the traction by surface forces ---
def surface_route_force(c_xz, c_yz, b, h):
    """Moduli c_xz, c_yz; y is stretched so that w is harmonic."""
    depth = np.sqrt(c_xz / c_yz) * h

    def integrand(t):
        s = depth * t
        needed_slope = -b / (2 * pi) * s / (s**2 + depth**2)
        return needed_slope * s / (s**2 + depth**2) * depth / pi

    strain_xz = quad(integrand, -np.inf, np.inf)[0]
    return -c_xz * b * strain_xz


# --- Force from the elastic energy outside the core (G = b = 1) ---
def elastic_energy(h, core):
    nodes, weights = np.polynomial.legendre.leggauss(40)
    energy = 0.0
    for start in (-pi / 2, 0.0):
        for node, weight in zip(nodes, weights):
            angle = start + pi / 4 * (node + 1)
            reach = 1e4 * h
            if angle > 0:
                reach = min(reach, h / np.sin(angle))

            def radial(log_r):
                r = np.exp(log_r)
                sx, sy = total_stress(r * np.cos(angle),
                                      -h + r * np.sin(angle), 1, 1, h)
                return 0.5 * (sx**2 + sy**2) * r**2

            part = quad(radial, np.log(core), np.log(reach),
                        epsabs=1e-12, epsrel=1e-10, limit=100)[0]
            energy += 2 * weight * pi / 4 * part
    return energy


core_test = 0.05
ratio2 = (core_test / 2)**2
energy_numeric = elastic_energy(1.0, core_test)
energy_formula = (np.log(2 / core_test) + 0.5 * np.log(1 - ratio2)) / (4 * pi)
assert abs(energy_numeric / energy_formula - 1) < 1e-6
energy_slope = (elastic_energy(1.01, core_test)
                - elastic_energy(0.99, core_test)) / 0.02
slope_formula = image_force(1, 1, 1) / (1 - ratio2)
# The central difference itself has a relative error near 3e-5.
assert abs(energy_slope / slope_formula - 1) < 1e-4

# --- Worked example: rough typical values for silicon ---
G, b, h = 65.0, 0.38, 20.0
force = image_force(G, b, h)
force_surface = surface_route_force(G, G, b, h)
assert abs(force_surface / force - 1) < 1e-7
for sign in (1, -1):
    sx, sy = screw_stress(0.0, -h, G, -sign * b, h)
    tensor = np.array([[0, 0, sx], [0, 0, sy], [sx, sy, 0]])
    vector = peach_koehler(tensor, np.array([0, 0, sign * b]))
    assert np.allclose(vector, [0, force_surface, 0], atol=1e-9)
image_stress = abs(sx)
eV_per_nm2 = 1e-18 / electron_charge
energy_release = G * b**2 / (4 * pi) * np.log(h / 10.0)
release_numeric = quad(lambda d: surface_route_force(G, G, b, d), 10, h)[0]
assert abs(release_numeric / energy_release - 1) < 1e-6

# Biaxial misfit stress: no force on the screw, a force on an edge part.
misfit = np.diag([1.0, 0.0, 1.0])
assert np.allclose(peach_koehler(misfit, np.array([0, 0, 1.0])), 0)
assert abs(peach_koehler(misfit, np.array([1.0, 0, 0]))[1]) > 0.5

# --- Cubic anisotropy: x = [110], y = [001], z = [1-10] ---
C11, C12, C44 = 170.0, 60.0, 80.0
delta = np.eye(3)
C = (C12 * np.einsum('ij,kl->ijkl', delta, delta)
     + C44 * (np.einsum('ik,jl->ijkl', delta, delta)
              + np.einsum('il,jk->ijkl', delta, delta)))
for i in range(3):
    C[i, i, i, i] += C11 - C12 - 2 * C44
axes = np.array([[1, 1, 0], [0, 0, np.sqrt(2)], [1, -1, 0]]) / np.sqrt(2)
C = np.einsum('ai,bj,ck,dl,ijkl->abcd', axes, axes, axes, axes, C)
c_xz, c_yz = C[0, 2, 0, 2], C[1, 2, 1, 2]
assert abs(c_xz - (C11 - C12) / 2) < 1e-9 and abs(c_yz - C44) < 1e-9
assert abs(C[0, 2, 1, 2]) < 1e-9
for i in range(2):
    for j in range(2):
        for k in range(2):
            assert abs(C[i, j, k, 2]) < 1e-9
effective_G = np.sqrt(C44 * (C11 - C12) / 2)
force_cubic = image_force(effective_G, b, h)
assert abs(surface_route_force(c_xz, c_yz, b, h) / force_cubic - 1) < 1e-7


# --- Surface layer of another modulus, line at depth d below it ---
def layered_force(G_solid, G_layer, thickness, b, d):
    def integrand(u):
        q = G_layer / G_solid * np.tanh(u * thickness / d)
        return (1 - q) / (1 + q) * np.exp(-2 * u) / d
    return G_solid * b**2 / (2 * pi) * quad(integrand, 0, np.inf)[0]


G_oxide, oxide = 30.0, 2.0
force_oxide = layered_force(G, G_oxide, oxide, b, h)
contrast = (G_oxide - G) / (G_oxide + G)
image_sum = -contrast / h + (1 - contrast**2) * sum(
    contrast**(n - 1) / (h + n * oxide) for n in range(1, 80))
assert abs(force_oxide / (G * b**2 / (4 * pi) * image_sum) - 1) < 1e-7
same_solid = layered_force(G, G, oxide, b, h)
assert abs(same_solid / surface_route_force(G, G, b, h + oxide) - 1) < 1e-7

# --- Glide on an inclined {111} plane and lattice friction ---
normal = np.array([1, 1, 1]) / np.sqrt(3)
assert abs(normal @ np.array([1, -1, 0])) < 1e-12
tilt = np.arccos(normal[2])
glide_force = force * np.sin(tilt)
glide_stress = glide_force / b
friction = 1.0
friction_depth = G * b * np.sin(tilt) / (4 * pi * friction)

# --- Dissociation into two partials, screw part b/2 each ---
width = 4.0


def partial_positions(depth):
    half = width / 2
    return [(half * np.cos(tilt), depth - half * np.sin(tilt)),
            (-half * np.cos(tilt), depth + half * np.sin(tilt))]


def pair_energy(depth):
    places = partial_positions(depth)
    return sum(G * (b / 2)**2 / (4 * pi) * np.log(np.hypot(x1 - x2, d1 + d2))
               for x1, d1 in places for x2, d2 in places)


pair_force = 0.0
for x1, d1 in partial_positions(h):
    for x2, d2 in partial_positions(h):
        pair_force += (G * (b / 2)**2 / (2 * pi) * (d1 + d2)
                       / ((x1 - x2)**2 + (d1 + d2)**2))
pair_slope = (pair_energy(h + 0.01) - pair_energy(h - 0.01)) / 0.02
assert abs(pair_slope / pair_force - 1) < 1e-6
edge_to_screw = np.tan(np.radians(30))
edge_scale = edge_to_screw**2 * (width / h)**2

# --- Softening of the modulus and size of the core ---
temperature, room, softening = 900.0, 300.0, 1e-4
soft_change = -softening * (temperature - room)
core_change = 1 / (1 - (b / (2 * h))**2) - 1


def percent(value):
    return f"{100 * (value / force - 1):+.1f} %"


print("TESTS IN UNITS G = b = h = 1, core radius", core_test)
print(f"energy by quadrature: {energy_numeric:.6f}")
print(f"energy by formula: {energy_formula:.6f}")
print(f"dE/dh by finite difference: {energy_slope:.5f}")
print(f"dE/dh by formula with core: {slope_formula:.5f}")
print(f"1/(4 pi), core radius to zero: {image_force(1, 1, 1):.5f}")
print("EXAMPLE, rough silicon values")
print(f"shear modulus G: {G:.0f} GPa")
print(f"Burgers vector b: {b:.2f} nm")
print(f"depth h: {h:.0f} nm")
print(f"G b^2/(4 pi): {G * b**2 / (4 * pi):.4f} nN")
print(f"image force, formula: {force:.5f} N/m")
print(f"image force, surface-force integral: {force_surface:.5f} N/m")
print(f"image force, converted: {force * eV_per_nm2:.3f} eV/nm^2")
print(f"image stress at the line: {1000 * image_stress:.1f} MPa")
for depth in (5.0, 10.0, 50.0):
    print(f"force at depth {depth:.0f} nm: {image_force(G, b, depth):.4f} N/m")
print(f"energy released from 20 to 10 nm: {energy_release:.4f} nN")
print(f"same, converted: {energy_release * 1e-9 * 1e-9 / electron_charge:.2f}"
      " eV/nm")
print("NEGLECTED EFFECTS, rough inputs")
print(f"C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"effective cubic modulus: {effective_G:.1f} GPa")
print(f"force change, cubic crystal: {percent(force_cubic)}")
print(f"oxide thickness: {oxide:.0f} nm, modulus: {G_oxide:.0f} GPa")
print(f"force with oxide: {force_oxide:.5f} N/m")
print(f"force change, oxide: {percent(force_oxide)}")
print(f"modulus loss per kelvin: {softening:.0e} 1/K")
print(f"force change from {room:.0f} to {temperature:.0f} K: "
      f"{100 * soft_change:+.0f} %")
print(f"width between partials: {width:.0f} nm")
print(f"force change, screw parts of partials: "
      f"{100 * (pair_force / force - 1):+.2f} %")
print(f"scale of the edge-part effect: {100 * edge_scale:.1f} %")
print(f"core correction for r0 = b: {100 * core_change:.4f} %")
print(f"tilt of the glide plane: {np.degrees(tilt):.2f} degrees")
print(f"force along the glide plane: {glide_force:.5f} N/m")
print(f"stress on the glide plane: {1000 * glide_stress:.1f} MPa")
print(f"lattice friction stress, order of size: {friction:.0f} GPa")
print(f"depth where glide stress equals friction: {friction_depth:.2f} nm")
print("PASS")
```

It prints:

```
TESTS IN UNITS G = b = h = 1, core radius 0.05
energy by quadrature: 0.293527
energy by formula: 0.293527
dE/dh by finite difference: 0.07963
dE/dh by formula with core: 0.07963
1/(4 pi), core radius to zero: 0.07958
EXAMPLE, rough silicon values
shear modulus G: 65 GPa
Burgers vector b: 0.38 nm
depth h: 20 nm
G b^2/(4 pi): 0.7469 nN
image force, formula: 0.03735 N/m
image force, surface-force integral: 0.03735 N/m
image force, converted: 0.233 eV/nm^2
image stress at the line: 98.3 MPa
force at depth 5 nm: 0.1494 N/m
force at depth 10 nm: 0.0747 N/m
force at depth 50 nm: 0.0149 N/m
energy released from 20 to 10 nm: 0.5177 nN
same, converted: 3.23 eV/nm
NEGLECTED EFFECTS, rough inputs
C11, C12, C44: 170, 60, 80 GPa
effective cubic modulus: 66.3 GPa
force change, cubic crystal: +2.0 %
oxide thickness: 2 nm, modulus: 30 GPa
force with oxide: 0.03570 N/m
force change, oxide: -4.4 %
modulus loss per kelvin: 1e-04 1/K
force change from 300 to 900 K: -6 %
width between partials: 4 nm
force change, screw parts of partials: +0.17 %
scale of the edge-part effect: 1.3 %
core correction for r0 = b: 0.0090 %
tilt of the glide plane: 54.74 degrees
force along the glide plane: 0.03049 N/m
stress on the glide plane: 80.2 MPa
lattice friction stress, order of size: 1 GPa
depth where glide stress equals friction: 1.60 nm
PASS
```
